# Fitting ternary diffusion profiles with a mobility that keeps eigenvalues positive

## The choice of unknowns

A ternary diffusion matrix $D$ is to be fitted to measured composition profiles and then used in a diffusion calculation. One must decide what the optimizer may vary: the four entries of $D$, or the parameters of a mobility multiplied by a known thermodynamic matrix. The decision matters because a composition wave of wavenumber $k$ along an eigenvector of $D$ evolves as $e^{-\lambda k^2t}$. If an eigenvalue $\lambda$ is negative, the shortest waves grow fastest and the forward problem is ill-posed. An optimizer can reach such a matrix at an intermediate step even when the data come from a stable alloy.

The second choice removes this danger at every trial point, under three conditions: the mobility must be written so that it is positive definite for all values of its parameters, the free-energy Hessian must be positive definite, and the arithmetic must resolve the smaller eigenvalue. The first condition matters: if the plain entries of the mobility matrix are varied, a step can still make it indefinite. It doesn't guarantee an accurate $D$, so the error analysis has to be done separately.

## Why $D$ is a mobility times a Hessian

Let $x_1,x_2$ be the independent mole fractions and $x_3=1-x_1-x_2$. The molar volume is taken as constant, and fluxes are multiplied by it, so that they have the units of mole fraction times velocity. In the lattice frame

$$J_i^{L}=-\sum_j L_{ij}\nabla\mu_j ,$$

where $L_{ij}$ is symmetric and positive definite. The number-fixed frame, in which the three fluxes sum to zero, has

$$J_i=J_i^L-x_i\sum_kJ_k^L=\sum_kP_{ik}J_k^L,\qquad P_{ik}=\delta_{ik}-x_i .$$

At constant temperature and pressure the Gibbs–Duhem relation is $\sum_i x_i\nabla\mu_i=0$. Hence

$$(P^T\nabla\mu)_k=\nabla\mu_k-\sum_i x_i\nabla\mu_i=\nabla\mu_k ,$$

and $P^T$ may be inserted before $\nabla\mu$ without changing anything:

$$J=-K\nabla\mu,\qquad K=PL P^T .$$

$K$ is symmetric. Each column of $P$ sums to $1-\sum_i x_i\cdot1$, which is zero, so the rows and columns of $K$ also sum to zero. Substituting $K_{i3}=-K_{i1}-K_{i2}$ gives

$$J_i=-\sum_{j=1}^2K_{ij}\nabla(\mu_j-\mu_3).$$

For the molar free energy $G$, Gibbs–Duhem gives $dG=\sum_k\mu_k\,dx_k$. With $dx_3=-dx_1-dx_2$ this means $\partial G/\partial x_j=\mu_j-\mu_3$. Define

$$H_{jk}=\frac1{RT}\frac{\partial^2G}{\partial x_j\partial x_k},\qquad M_{ij}=RT\,K_{ij}\quad(i,j=1,2).$$

Then

$$J=-MH\nabla x,\qquad D=MH. \tag{1}$$

$H$ is dimensionless, and $M$ has the units of a diffusivity.

$M$ is positive definite. Take $v=(v_1,v_2,0)$. Then $v^TKv=(P^Tv)^TL(P^Tv)$ vanishes only if $P^Tv=0$, that is, if $v_k=\sum_ix_iv_i$ for every $k$. The case $k=3$ makes this common value zero, so $v=0$.

## Eigenvalues of the product

$D$ is generally not symmetric, but it is similar to a symmetric matrix. For positive-definite $H$ let

$$S=H^{1/2}MH^{1/2},\qquad D=H^{-1/2}SH^{1/2}. \tag{2}$$

The second relation follows by multiplying out: $H^{-1/2}H^{1/2}MH^{1/2}H^{1/2}=MH$. Thus $D$ and $S$ share their eigenvalues, which are real, and $D$ is diagonalizable. For a unit vector $q$ put $y=H^{1/2}q$. Then

$$q^TSq=y^TMy\ge\lambda_{\min}(M)\,y^Ty=\lambda_{\min}(M)\,q^THq .$$

The last factor is at least $\lambda_{\min}(H)$. The same argument with maxima gives the upper bound:

$$\lambda_{\min}(M)\lambda_{\min}(H)\le\lambda(D)\le\lambda_{\max}(M)\lambda_{\max}(H). \tag{3}$$

If $H$ is symmetric but not positive definite, use the root of $M$ instead:

$$D=M^{1/2}\left(M^{1/2}HM^{1/2}\right)M^{-1/2}.$$

The eigenvalues are still real. For $\det H<0$, $\det D=\det M\det H$ is negative, so one eigenvalue is positive and one negative. This is the situation inside a spinodal region with one unstable direction. Reality therefore comes from the symmetry of $H$ and the positivity of $M$, whereas positive eigenvalues also need a stable free energy.

## The three fitted parameters

Choose a fixed scale $m_0>0$ and write

$$M=m_0LL^T,\qquad L=\begin{pmatrix}e^a&0\\ b&e^c\end{pmatrix}. \tag{4}$$

From here on $L$ denotes this triangular factor. Multiplication gives

$$M_{11}=m_0e^{2a},\quad M_{12}=m_0be^a,\quad M_{22}=m_0(b^2+e^{2c}).$$

For finite $a,b,c$ the factor $L$ is invertible, since $\det L=e^{a+c}>0$. Hence $v^TMv=m_0|L^Tv|^2>0$ for $v\ne0$. Conversely, a positive-definite $M$ fixes the parameters uniquely:

$$a=\tfrac12\ln\frac{M_{11}}{m_0},\qquad b=\frac{M_{12}}{m_0e^a},\qquad e^{2c}=\frac{\det M}{m_0M_{11}} .$$

No admissible mobility has been excluded, and none is counted twice. The determinant is

$$\det D=m_0^2e^{2a+2c}\det H. \tag{5}$$

There are three parameters where a general $D$ has four. The missing freedom is the symmetry of $HD=HMH$. Equating its off-diagonal entries and solving for $D_{12}$ gives

$$D_{12}=\frac{H_{12}(D_{11}-D_{22})+H_{22}D_{21}}{H_{11}} . \tag{6}$$

## Forward profiles and sensitivities

The couple has mean composition $\bar x$, a small step $\Delta$ (right side minus left), and its interface at $z=0$. The ends are far enough away to stay unchanged. $D$ is evaluated at $\bar x$ and held constant, so $\partial_tx=D\,\partial_z^2x$.

Diagonalize $S=Q\Lambda Q^T$ and define $A=H^{-1/2}Q$ and $B=A^{-1}=Q^TH^{1/2}$. Then $D=A\Lambda B$, and each component of $w=B(x-\bar x)$ obeys $\partial_tw_i=\lambda_i\partial_z^2w_i$. Let

$$f(\lambda)=\operatorname{erf}u,\qquad u=\frac{z}{2\sqrt{\lambda t}} .$$

Since $\partial_tu=-u/(2t)$, one finds $\partial_tf=-ue^{-u^2}/(\sqrt\pi\,t)$. Two derivatives in $z$ give $\partial_z^2f=-ue^{-u^2}/(\sqrt\pi\,\lambda t)$, so the diffusion equation holds. Its limits $\pm1$ fit the two ends, and therefore

$$x-\bar x=\tfrac12 A\,f(\Lambda)\,B\Delta. \tag{7}$$

As a test, (7) was compared with a finite-volume solution for simultaneous 4 at% steps in both solutes, using the example's parameters below. The largest difference was 0.00251 at% with 8 µm cells and 0.00063 at% with 4 µm cells. The fourfold fall is that of a second-order discretization error.

For the sensitivities let $F=f(S)$. It commutes with $S$. Differentiating $SF=FS$ gives

$$dS\,F+S\,dF=dF\,S+F\,dS .$$

In the eigenbasis of $S$, the $ij$ entry reads $(\lambda_i-\lambda_j)dF_{ij}=(f_i-f_j)dS_{ij}$. Thus

$$dF_{ij}=f[\lambda_i,\lambda_j]\,dS_{ij},\qquad f[\lambda_i,\lambda_j]=\frac{f(\lambda_i)-f(\lambda_j)}{\lambda_i-\lambda_j}. \tag{8}$$

For $i=j$ the commutator gives no information. There, first-order perturbation theory supplies $d\lambda_i=dS_{ii}$, while the rotation of the eigenvectors leaves the diagonal of $F$ unchanged to first order. The factor is then

$$f'(\lambda)=-\frac{u e^{-u^2}}{\sqrt\pi\,\lambda},$$

which is also the limit of the quotient for equal eigenvalues. In this basis $dS$ has the matrix $B\,dM\,B^T$, so

$$dx=\tfrac12A\left[f[\lambda_i,\lambda_j]\,(B\,dM\,B^T)_{ij}\right]B\Delta,\qquad dM=m_0(dL\,L^T+L\,dL^T).$$

The degenerate case is a real possibility: $M=\kappa H^{-1}$ gives $D=\kappa I$. Finite differences of the profile agreed with these sensitivities to within $10^{-6}$ of the largest one. This was tested at the example's true parameters and at $\kappa=0.02$ µm²/s.

## The iteration

Let $r$ be data minus model and $J$ the sensitivity matrix for $\theta=(a,b,c)$, both divided by the noise $\sigma$. Each trial step solves

$$\left[J^TJ+\nu\,\mathrm{diag}(J^TJ)\right]\delta=J^Tr. \tag{9}$$

1. Start with $\nu=10^{-3}$. If the largest component of $\delta$ exceeds 1 in magnitude, shrink the whole vector until it equals 1.
2. Refuse the trial if $\det D/(\operatorname{tr}D)^2<10^{-10}$, with the determinant taken from (5), and raise $\nu$ tenfold.
3. Otherwise evaluate $\chi^2=r^Tr$. Accept a decrease and divide $\nu$ by ten; reject an increase and multiply $\nu$ by ten.
4. Stop when the largest component of $\delta$ is below $10^{-8}$.

The cap limits the change of $\det M$ in one step to a factor between $e^{-4}$ and $e^4$. Positivity needs neither the cap nor acceptance of the step, because it belongs to the parameterization.

Step 2 protects the arithmetic. With $\theta=(0,1,-20)$, $M_{22}/m_0=1+e^{-40}$. The second term is about $4\times10^{-18}$ and is lost in double precision. For the Hessian used below, the smaller eigenvalue is $2.1\times10^{-20}$ µm²/s, but a general eigenvalue solver returned zero. The theorem still holds, but the rounded matrix no longer satisfies its hypothesis.

## A nickel-rich example

Components 1, 2 and 3 are Al, Cr and Ni, at 1473 K. The parameters are round values, roughly in the regime of the fcc solid solution beneath high-temperature coatings. The free energy is that of a regular solution,

$$G=RT\sum_kx_k\ln x_k+W_{12}x_1x_2+W_{13}x_1x_3+W_{23}x_2x_3,$$

with $W_{12}=-20$, $W_{13}=-100$ and $W_{23}=0$ kJ/mol. Substituting $x_3=1-x_1-x_2$ and differentiating twice gives

$$H_{11}=\frac1{x_1}+\frac1{x_3}-\frac{2W_{13}}{RT},\qquad H_{22}=\frac1{x_2}+\frac1{x_3}-\frac{2W_{23}}{RT},$$

$$H_{12}=\frac1{x_3}+\frac{W_{12}-W_{13}-W_{23}}{RT}.$$

At 8 at% Al and 10 at% Cr, with $RT=12.247$ kJ/mol, the first entry is $12.5+1.22+16.33=30.05$. The others are $H_{12}=7.752$ and $H_{22}=11.220$. The eigenvalues of $H$ are 8.439 and 32.830, so the alloy is stable in this model.

The true mobility is built from tracer diffusivities $D_k^*=0.020$, 0.010 and 0.005 µm²/s for Al, Cr and Ni. The lattice-frame matrix is taken as diagonal with entries $x_kD_k^*/RT$. The projection then gives, for instance,

$$M_{11}=(1-x_1)^2x_1D_1^*+x_1^2(x_2D_2^*+x_3D_3^*)=1.387\times10^{-3}\ \text{µm}^2/\text{s}.$$

The fit isn't told that the lattice-frame matrix is diagonal.

Two couples share the mean composition. One has a 4 at% step in Al, the other a 4 at% step in Cr, and both are annealed for 48 h. Each element is sampled every 10 µm from −400 to 400 µm, which gives 324 data in all. Gaussian noise with $\sigma=0.10$ at% is added. With $m_0=0.001$ µm²/s and the poor start $a=c=1$, $b=0$, the first trial points are as follows, with eigenvalues in µm²/s.

| Point | $\chi^2$ | $\lambda_{\rm slow}$ | $\lambda_{\rm fast}$ |
|---|---:|---:|---:|
| 0 | 5471.07 | 0.06236 | 0.24258 |
| 1 | 602.01 | 0.01736 | 0.04965 |
| 2 | 319.83 | 0.00806 | 0.04096 |
| 3 | 311.25 | 0.00748 | 0.03981 |
| 4 | 311.24 | 0.00749 | 0.03991 |

The eigenvalues come from the unsymmetrized product $MH$, so the check does not impose the symmetry it is meant to verify. All 9 points of this fit had real positive eigenvalues. So did the 251 points of fits from 27 starts, with $a$ and $c$ each taken from $-1,0.5,2$ and $b$ from $-1,0,1$. All 27 fits reached the same minimum, and no trial was refused. This supports the uniqueness of the minimum for these data but doesn't prove it.

The fitted mobility has $M_{11}=1.3327$, $M_{12}=-0.1195$ and $M_{22}=0.8199$ in $10^{-3}$ µm²/s. Its eigenvalues are

$$1.0763\pm\sqrt{0.2564^2+0.1195^2}=0.793,\ 1.359$$

in the same unit. The bounds (3) are then $0.793\times10^{-3}\times8.439=0.0067$ and $1.359\times10^{-3}\times32.83=0.0446$ µm²/s. Both fitted eigenvalues lie between them.

### The same start with four free entries

One undamped Gauss–Newton step in the entries of $D$, from the same start and with the same data, gave eigenvalues −0.1263 and −0.0205 µm²/s. A scalar estimate shows how this can happen. Near the interface $f\simeq z/\sqrt{\pi\lambda t}$, so $f'=-f/(2\lambda)$. If the starting value $\lambda_0$ is $k$ times too large, the target is $\sqrt k\,f(\lambda_0)$, and the linearized step gives

$$\lambda_1=\lambda_0-2\lambda_0(\sqrt k-1)=\lambda_0(3-2\sqrt k).$$

This is negative for $k>9/4$. Relative to the fitted eigenvalues, the start is too large by factors of about 6 and 8. Points far from the interface saturate and weaken the effect, so the formula gives the mechanism and not the size of the full step. In $\ln\lambda$ the same linearization yields $\lambda_1=\lambda_0e^{-2(\sqrt k-1)}$, which stays positive. The corresponding undamped step in $(a,b,c)$ gave 0.0173 and 0.0496 µm²/s.

Damping can also rescue a free fit, and from a good start the free fit to these data converged. Its advantage is that it needs no thermodynamic input; its cost is that admissibility must be checked at each step.

## Statistical error

For independent noise and a locally linear model, the covariance of $\theta$ is $C=(J^TJ)^{-1}$, because $J$ has already been divided by $\sigma$. If $g_k$ is the gradient of an entry $D_k$ with respect to $\theta$, its standard error is $\sqrt{g_k^TCg_k}$. In units of $10^{-10}$ cm²/s, with 1 µm²/s equal to $10^{-8}$ cm²/s, the fit is

$$D=\begin{pmatrix}3.91\pm0.15&0.90\pm0.05\\0.28\pm0.09&0.83\pm0.05\end{pmatrix}.$$

The true entries are 4.02, 0.87, 0.11 and 0.83. The largest deviation, in $D_{21}$, is 1.8 standard errors. The fitted slow eigenvalue is 6% below its true value and the fast one 1.5% below.

With 321 degrees of freedom, $\chi^2$ should scatter about 321 with standard deviation $\sqrt{642}\simeq25$, so 311 is unremarkable. In 300 refits with fresh noise, the scatter of each entry of $D$ agreed with the linear prediction to within 7%. The sampling uncertainty of such a scatter is itself about $1/\sqrt{600}=4\%$. All 2087 points visited in these refits also had real positive eigenvalues.

The constraint mainly helps $D_{12}$. At the true parameters its predicted error falls from 0.00100 µm²/s in the free fit to 0.00051, while the other errors fall by at most about 5%. Equation (6) gives the reason: $D_{12}$ is now computed from the other entries, with coefficients 0.26 for $D_{11}-D_{22}$ and 0.37 for $D_{21}$. At the fitted values it gives $0.258(0.03912-0.00827)+0.373(0.00277)=0.0090$ µm²/s, as printed.

### When one couple is not enough

Suppose $\Delta$ lies along eigenvector $j$ of $D$. Then $B\Delta$ has a single component, and (8) leaves just the sensitivities to $dS_{1j}$ and $dS_{2j}$. The other diagonal entry of $S$, which sets the other eigenvalue, has no effect on the profile. The singular values of $J$ for such a couple, with its step along the fast eigenvector, were 53.9, 36.6 and $3.5\times10^{-15}$; the last is zero within rounding. More points or less noise along this couple would not cure the defect. The two couples of the example gave 55.0, 42.5 and 31.2, so the worst-determined direction in $\theta$ has a standard error of $1/31.2=0.03$. Positivity holds in both cases and says nothing about identifiability.

## Systematic error

An error in $H$ enters through (6). Weakening $W_{13}$ by 10%, with noise-free data and all else fixed, moved the fitted $D_{12}$ from 0.00866 to 0.00833 µm²/s and the eigenvalues by −0.5% and +0.4% (slow, fast). On the noisy data the wrong Hessian gave $\chi^2=311.15$, slightly below the 311.24 of the correct one. These profiles cannot detect the error. A good fit with positive eigenvalues therefore doesn't confirm $W_{13}$ even to 10%. A much larger error can show up, because a free fit determines $D_{12}$ independently to about 0.001 µm²/s, but only if it changes the relation (6). Halving $W_{13}$ adds just 6 to the noise-free $\chi^2$, and setting it to zero adds 47. With $W_{13}=-50$ and $W_{12}=+2.9$ kJ/mol, (6) still holds at the true $D$. The noise-free profiles are then fitted exactly, and the error goes wholly into the mobility, with $M_{11}$ 35% too large.

The constant-$D$ approximation was tried against a nonlinear simulation with $M(x)$ and $H(x)$. The profiles changed by up to 0.041 at%, yet the eigenvalues refitted to the 4 µm grid changed by just −0.07% and −0.10%. The grid error matters at this level. By (7), a small relative change $\epsilon$ of $\lambda$ alters each of the two single-solute couples by at most about $0.12\,\epsilon\times4$ at%, so a profile error of 0.0006 at% corresponds to a shift of order 0.1%. With constant $D$ the 4 µm grid alone moves the refitted eigenvalues by −0.11% and −0.01%. Free of grid error, the bias is +0.04% and −0.09%: the slow value changes sign, and the bias is of order 0.1% or less. Symmetry explains why it is small. To leading order $x-\bar x$ is odd in $z$. The first correction has the source $\partial_z[(D'\cdot(x-\bar x))\,\partial_zx]$, where $D'$ is the composition derivative of $D$. The bracket is odd times even, hence odd, and its derivative is even. The sensitivities are odd, so on a symmetric set of points they are orthogonal to the correction. One-sided data lose this protection. The next correction is odd in $z$ and has no such protection. It grows as the cube of the step, so the relative bias it causes in the eigenvalues grows as the square.

The same parity protects against a misplaced interface, whose first-order effect $\partial_zx$ is even. A 5 µm displacement changed the slow and fast eigenvalues by 0.91% and 0.18%. Gaussian probe blur of standard deviation $s$ adds $s^2$ to the profile variance $2\lambda t$, a relative change of $s^2/(2\lambda t)$. For $s=1$ µm this is 0.036% and 0.007%, in agreement with the refits.

Temperature matters more. If all mobilities share a rough activation energy of 280 kJ/mol, a furnace 3 K too hot raises them by 4.8%. That exceeds the 3.8% statistical error of $D_{11}$, and adding measurement points would not reduce it. The molar volume, with a rough relative slope of 0.15 per unit Al fraction, varies by 0.6% across the Al step.

Set beside a real nickel alloy, the diffusivities of order $10^{-10}$ cm²/s are plausible, but the regular solution is a crude substitute for an assessed free energy, and the zero Cr–Ni interaction is a simplification. A real coating breaks the small-step assumption: its composition can differ from the substrate by tens of at%, and more than one phase may form. The small bias, of order 0.1%, found for 4 at% steps can't be carried over to that case. There $M(x)$ and $H(x)$ must be resolved along the profile, and each phase needs its own positive-definite Hessian. The numerical output below lists the remaining values.

## Numbers as computed

```
temperature 1473 K, RT 12.247 kJ/mol, anneal 172800 s
W(AlCr) W(AlNi) W(CrNi): -20 -100 0 kJ/mol
tracer diffusivities Al Cr Ni: 0.020 0.010 0.005 um^2/s
mean Al, Cr: 8, 10 at%; steps 4 at% checked: 4, 4 at%
noise 0.10 at%, data 324, spacing 10 um, range +-400 um, m0 0.001 um^2/s
H (11 12 21 22), dimensionless: 30.050 7.752 7.752 11.220
eigenvalues of H, dimensionless: 8.439 32.830
true M (11 12 21 22), 1e-3 um^2/s: 1.3869 -0.1864 -0.1864 0.8670
true D (11 12 21 22), um^2/s: 0.04023 0.00866 0.00112 0.00828
true eigenvalues slow fast, um^2/s: 0.00798 0.04053
true a b c: 0.1635 -0.1583 -0.0860
finite-volume error, 8 and 4 um cells: 0.00251 0.00063 at%
point: a b c | chi2 | slow fast eigenvalue um^2/s | accepted
 0: 1.0000 0.0000 1.0000 | 5471.07 | 0.06236 0.24258 | True
 1: 0.2856 -0.3545 0.2820 | 602.01 | 0.01736 0.04965 | True
 2: 0.1427 -0.0586 -0.0549 | 319.83 | 0.00806 0.04096 | True
 3: 0.1428 -0.1051 -0.1067 | 311.25 | 0.00748 0.03981 | True
 4: 0.1436 -0.1034 -0.1058 | 311.24 | 0.00749 0.03991 | True
 5: 0.1436 -0.1035 -0.1058 | 311.24 | 0.00749 0.03991 | True
 6: 0.1436 -0.1035 -0.1058 | 311.24 | 0.00749 0.03991 | True
 7: 0.1436 -0.1035 -0.1058 | 311.24 | 0.00749 0.03991 | True
 8: 0.1436 -0.1035 -0.1058 | 311.24 | 0.00749 0.03991 | True
points in main fit: 9; degrees of freedom: 321
fitted M (11 12 21 22), 1e-3 um^2/s: 1.3327 -0.1195 -0.1195 0.8199
fitted D (11 12 21 22), um^2/s: 0.03912 0.00899 0.00277 0.00827
standard errors of D, um^2/s: 0.00149 0.00050 0.00090 0.00048
fitted D, 1e-10 cm^2/s: 3.912 0.899 0.277 0.827
fitted eigenvalues slow fast, um^2/s: 0.00749 0.03991
free four-entry D, um^2/s: 0.03921 0.00872 0.00287 0.00824
chi2 constrained 311.24, free 311.14, with W(AlNi) 10% too weak 311.15
predicted errors at true D, constrained, um^2/s: 0.001515 0.000507 0.000920 0.000489
Monte Carlo errors, 300 refits, um^2/s: 0.001459 0.000503 0.000977 0.000492
predicted errors at true D, free fit, um^2/s: 0.001556 0.001003 0.000968 0.000493
starts reaching the same minimum: 27 of 27; points checked 251; trials refused 0
points checked in Monte Carlo refits: 2087
undamped step in D entries, eigenvalues um^2/s: -0.1263 -0.0205
undamped step in a b c, eigenvalues um^2/s: 0.01733 0.04956
singular values, one couple along eigenvector: 5.39e+01 3.66e+01 3.54e-15
singular values, two couples: 5.50e+01 4.25e+01 3.12e+01
near-singular M (a b c = 0 1 -20): smallest eigenvalue true 2.1e-20, computed 0.0e+00 um^2/s
NEGLECTED EFFECTS, change of slow and fast eigenvalue in %:
composition dependence: -0.07 -0.10; largest profile change 0.041 at%, added chi2 2.72
W(AlNi) 10% too weak: -0.53 0.37 ; D um^2/s: 0.04036 0.00833 0.00124 0.00826
interface misplaced by 5 um: 0.91 0.18
probe blur of 1 um standard deviation: 0.036 0.007
furnace 3 K too hot, rough 280 kJ/mol: 4.76 %
molar volume change over Al step, rough slope 0.15: 0.60 %
```
